\section*{Ripple Periods from a Laser Interfering with a Grazing Surface Wave}

\section{Two waves on a metal surface}

\textbf{Q.} A single laser beam melts a metal film, and parallel ripples are blamed on interference. Interference with what? There is one beam.

\textbf{A.} With light that the surface itself scatters. Roughness sends a little of the beam along the surface, and this wave is coherent with the beam that made it. Where the two add in phase, more heat is absorbed.

Let the vacuum wavelength be $\lambda$, $k_0=2\pi/\lambda$, and let the beam arrive at angle $\theta$ from the normal, with $s=\sin\theta$. The $z$ axis points out of the metal and the plane of incidence is $xz$. Along the surface the beam varies as $e^{ik_0sx}$. The simplest model gives the scattered wave the surface wavenumber $k_0$, as for light grazing the surface in vacuum.

\textbf{Q.} Adding scalar waves is easy, but these are vectors. Near a good conductor the grazing wave has its electric field almost along $z$, while a beam at normal incidence has none there. Why should they interfere?

\textbf{A.} We need the absorbed heat, so we must find which field component controls it. Take fields varying as $e^{-i\omega t}$ and a metal of relative permittivity $\varepsilon$, with $|\varepsilon|\gg1$. Inside the metal a wave with magnetic field $H_y$ varies as $e^{-ik_0\alpha z}$, where $\alpha=\sqrt{\varepsilon-\beta^2}$, $\mathrm{Im}\,\alpha>0$, and $k_0\beta$ is its surface wavenumber. The $x$ component of $\nabla\times\mathbf H=-i\omega\varepsilon_0\varepsilon\mathbf E$ is $-\partial_zH_y=-i\omega\varepsilon_0\varepsilon E_x$. Hence
\begin{equation}
E_x=\frac{\partial_zH_y}{i\omega\varepsilon_0\varepsilon}
=-Z_0\frac{\alpha}{\varepsilon}H_y\simeq-Z_0\zeta H_y,
\qquad \zeta=\frac1{\sqrt\varepsilon},
\end{equation}
with $Z_0=k_0/(\omega\varepsilon_0)$. The last step drops $\beta^2$ beside $\varepsilon$. In this approximation the surface responds alike in all tangential directions, so a quarter turn about $z$ gives $E_y=Z_0\zeta H_x$. The power entering the metal per unit area is
\begin{equation}
q=-\tfrac12\mathrm{Re}(E_xH_y^*-E_yH_x^*)
=\tfrac12Z_0\,\mathrm{Re}(\zeta)\,|\mathbf H_t|^2 .
\end{equation}
The tangential magnetic field $\mathbf H_t$ therefore decides the matter. For a p-polarized beam (electric field in the plane of incidence) it lies along $y$. For a grazing wave travelling along $\pm x$ it also lies along $y$. The two interfere fully, even at normal incidence.

\textbf{Q.} Then what are the periods, and why should the wave travel along $x$?

\textbf{A.} Let it travel at angle $\phi$ from $x$. Its tangential magnetic field points along $(-\sin\phi,\cos\phi)$. With relative amplitude $b$ (real here) and phase $\chi$,
\begin{equation}
|\mathbf H_t|^2\propto1+b^2+2b\cos\phi\,\cos(\mathbf K\cdot\mathbf r+\chi),
\end{equation}
where $\mathbf K=k_0(\cos\phi-s,\ \sin\phi)$ is the difference of the surface wavevectors. Squaring and using $\cos^2\phi+\sin^2\phi=1$,
\begin{equation}
|\mathbf K|=k_0\sqrt{1+s^2-2s\cos\phi}.
\end{equation}
The root is smallest at $\phi=0$, where it is $1-s$, and largest at $\phi=180^\circ$, where it is $1+s$. At both, $|\cos\phi|=1$, so for given $b$ the fringes are strongest there. The period $2\pi/|\mathbf K|$ is
\begin{equation}
\Lambda_{\rm long}=\frac{\lambda}{1-\sin\theta}\ \text{(forward)},\qquad
\Lambda_{\rm short}=\frac{\lambda}{1+\sin\theta}\ \text{(backward)}.
\label{eq:simple}
\end{equation}
Forward means along the beam's own surface wavevector. The phases of the two waves then separate slowly and the fringes are wide.

\textbf{Q.} And if I turn the polarization by $90^\circ$?

\textbf{A.} The beam's $\mathbf H_t$ then lies along $x$, and $\cos\phi$ is replaced by $-\sin\phi$. At $\phi=0$ and $180^\circ$ the interference term vanishes. Equation \eqref{eq:simple} belongs to p-polarized light.

\section{Why the grazing wave is favoured}

\textbf{Q.} You chose a grazing wave. Roughness scatters into every angle, and each scattered wave would give its own fringe period. Have you not put the answer in by hand?

\textbf{A.} So far, yes. We must show that the surface prefers grazing waves. Take one Fourier component of the roughness, $h(x)=a\cos\kappa x$, with $k_0a$ and $\kappa a$ small. On the vacuum side, where the permittivity is 1, $\partial_zH_y=i\omega\varepsilon_0E_x$. Inserting $E_x=-Z_0\zeta H_y$ turns the condition on a flat surface into $\partial_zH+ik_0\zeta H=0$, with $H=H_y$. On a gently sloping surface the derivative is taken along the normal, proportional to $(-h',1)$ in the $xz$ plane. To first order in the slope,
\begin{equation}
(\partial_z-h'\partial_x)H+ik_0\zeta H=0\quad\text{at }z=h(x).
\end{equation}
This assumes that the surface bends little within the skin depth.

Write $H=H_0+H_1$. Here $H_0$ is the flat-surface solution, beam plus reflection, and $H_1$ is of first order in $a$. At $z=0$,
\begin{equation}
H_0=Ae^{ik_0sx},\quad \partial_zH_0=-ik_0\zeta H_0,\quad
\partial_z^2H_0=-k_0^2\cos^2\theta\,H_0 .
\end{equation}
Expanding the fields about $z=0$ and keeping first-order terms gives
\begin{equation}
\partial_zH_1+ik_0\zeta H_1=-h\,\partial_z^2H_0+h'\partial_xH_0-ik_0\zeta h\,\partial_zH_0 .
\end{equation}

The cosine contains two parts, $(a/2)e^{i\sigma\kappa x}$ with $\sigma=\pm1$. For either part $h'=i\sigma\kappa h$, and the scattered surface wavenumber is $k_0\beta$ with $\beta=s+\sigma\kappa/k_0$. The three terms on the right, divided by $k_0^2hH_0$, are $\cos^2\theta$, $-s(\beta-s)$ and $-\zeta^2$. Since $\cos^2\theta+s^2=1$, their sum is $1-s\beta-\zeta^2$.

The scattered wave is $H_1=Be^{ik_0(\beta x+\gamma z)}$. The wave equation gives $\gamma=\sqrt{1-\beta^2}$, with the root that leaves the surface or decays away from it. The left side is then $ik_0(\gamma+\zeta)H_1$, and
\begin{equation}
b_\sigma=\frac BA=-\frac{ik_0a}{2}\,\frac{1-s\beta-\zeta^2}{\gamma+\zeta}.
\label{eq:b}
\end{equation}

\textbf{Q.} Where is the preference?

\textbf{A.} In the denominator. A wave leaving steeply has $\gamma$ near 1. A grazing wave has $|\beta|$ near 1 and $\gamma$ near 0, so that only the small $\zeta$ remains. For $\kappa>0$ there are two ways to reach this:
\begin{align}
\sigma=+1:&\quad s+\kappa/k_0=1,&\kappa&=k_0(1-s),\\
\sigma=-1:&\quad s-\kappa/k_0=-1,&\kappa&=k_0(1+s).
\end{align}
These are the two periods of \eqref{eq:simple}. Random roughness contains many values of $\kappa$, and the surface responds most strongly near these two.

\textbf{Q.} Are the two equally strong?

\textbf{A.} No. For roughness components of equal amplitude, the numerator is about $1-s$ for the forward wave and $1+s$ for the backward wave. Oblique incidence favours the short period in optical contrast.

\textbf{Q.} What about the limits of the angle?

\textbf{A.} As $\theta\to90^\circ$, the short period tends to $\lambda/2$. The long one diverges in this simple formula, while its numerator falls to the small terms left by the metal's finite $\varepsilon$. The metal correction derived below keeps the long period finite.

At normal incidence both periods become $\lambda$, and both scattered waves resonate together. This case needs the heat pattern,
\begin{equation}
\frac{|H|^2}{|A|^2}\simeq1+2\,\mathrm{Re}\!\left[(b_++b_-^*)e^{i\kappa x}\right],
\label{eq:heat}
\end{equation}
whose relative modulation is $M=2|b_++b_-^*|$. The conjugate appears because $\mathrm{Re}(b_-e^{-i\kappa x})=\mathrm{Re}(b_-^*e^{i\kappa x})$. At $s=0$ the two amplitudes are equal, so $M=4|\mathrm{Re}\,b|$.

Write $\zeta=\zeta'-i\zeta''$ and $\delta=\sqrt{\beta^2-1}-\zeta''$ for $|\beta|>1$. Then $\gamma+\zeta=\zeta'+i\delta$ and, with $\zeta^2$ dropped from the numerator,
\begin{equation}
M=2k_0a\,\frac{|\delta|}{\zeta'^2+\delta^2}.
\end{equation}
This vanishes at $\delta=0$, where the scattered wave is strongest but a quarter cycle out of step with the beam. When $\mathrm{Re}\,\varepsilon<0$, so that $\zeta''>\zeta'$, it peaks at $\delta=\pm\zeta'$. In this first-order model the favoured period at normal incidence is thus split into two close values near $\lambda$.

\section{A real metal}

\textbf{Q.} Your smallest denominator was not at $|\beta|=1$. Does that not spoil the formula?

\textbf{A.} It corrects it. For $|\beta|>1$,
\begin{equation}
|\gamma+\zeta|^2=\zeta'^2+\left(\sqrt{\beta^2-1}-\zeta''\right)^2 ,
\end{equation}
which is least at $\beta^2=1+\zeta''^2$, slightly beyond the vacuum value. The favoured wave is the guided surface wave of the metal. Its wavenumber follows if we keep $\alpha/\varepsilon$ in place of $\zeta$ and ask for a wave without a source, $\gamma+\alpha/\varepsilon=0$. Moving one term across and squaring,
\begin{equation}
1-\beta^2=\frac{\varepsilon-\beta^2}{\varepsilon^2}
\;\Rightarrow\;\varepsilon(\varepsilon-1)=\beta^2(\varepsilon^2-1)
\;\Rightarrow\;\beta_{\rm sp}^2=\frac{\varepsilon}{\varepsilon+1}.
\end{equation}
For a narrow resonance away from normal incidence, the improved periods are
\begin{equation}
\Lambda_{\rm long,\,short}=\frac{\lambda}{\mathrm{Re}\,\beta_{\rm sp}\mp\sin\theta}.
\label{eq:metal}
\end{equation}
As $|\varepsilon|\to\infty$, $\beta_{\rm sp}\to1$ and \eqref{eq:simple} returns.

\textbf{Q.} Put numbers to it.

\textbf{A.} Take aluminium metallization, a 532 nm laser and $\theta=25^\circ$, so $s=0.4226$. A rough value for solid aluminium is $\varepsilon=-40+12i$. The simple periods are
\begin{equation}
\frac{532}{0.5774}=921.4\ \text{nm},\qquad \frac{532}{1.4226}=374.0\ \text{nm},
\end{equation}
or 0.921 and 0.374 $\mu$m. With $\beta_{\rm sp}=1.01165+0.00356i$, equation \eqref{eq:metal} gives
\begin{equation}
\frac{532}{0.5890}=903\ \text{nm},\qquad \frac{532}{1.4343}=371\ \text{nm}.
\end{equation}
Relative to the simple values, the shifts are $-2.0\%$ and $-0.8\%$. The same change in $\beta$ matters more for the long period because its denominator is smaller.

\textbf{Q.} Both formulas rest on your approximations. Has anything less committed been tried?

\textbf{A.} Yes. Maxwell's equations were solved numerically for a shallow corrugation between vacuum and metal, with several diffracted waves and no surface-impedance approximation. The ripple wavenumber was scanned from $0.2k_0$ to $2k_0$. Two dominant peaks of heat modulation appeared, at 902.7 and 370.8 nm. With $\varepsilon$ made 100 times larger, the peaks lay within about 0.02\% and 0.01\% of the simple periods.

\textbf{Q.} How rough must the surface be?

\textbf{A.} Very little. For $a=0.3$ nm, $k_0a/2=0.00177$. At resonance the denominator is about $\zeta'=0.0225$. For the backward wave the numerator is $1+0.4226\times1.01165+0.023=1.45$, where 0.023 comes from $-\zeta^2$. Hence
\begin{equation}
|b|\simeq0.00177\times\frac{1.45}{0.0225}=0.114,\qquad 2|b|\simeq23\%.
\end{equation}
For the forward wave the numerator is $0.595$ and $2|b|\simeq9.4\%$. The other, non-resonant order opposes it in \eqref{eq:heat} and lowers the modulation to 9.0\%. The two-medium solution gives 22.5\% and 8.9\%.

The same estimate shows where first order fails: $a=3$ nm would give $|b|$ above 1 for the backward wave.

\textbf{Q.} If the resonance is so sharp, what happens at your simple periods themselves?

\textbf{A.} The modulation there is much weaker: 3.1\% for the short period and 1.3\% for the long. At $|\beta|=1$ the denominator is $|\zeta|=0.155$, about seven times its resonant value. The simple formula locates the ripple to a percent or two, but on this metal it misses the top of the resonance.

The width also sets a length. The surface wave's intensity falls by a factor $e$ over
\begin{equation}
\frac1{2k_0\,\mathrm{Im}\,\beta_{\rm sp}}=\frac{532\ \text{nm}}{4\pi\times0.00356}\simeq11.9\ \mu\text{m},
\end{equation}
about 13 long periods. A beam spot much smaller than this would not let the resonance develop fully.

\textbf{Q.} Aluminium carries an oxide. Does that matter?

\textbf{A.} Slightly. Let the oxide have thickness $d$ and permittivity $\varepsilon_{\rm ox}$, and put $P=\varepsilon^{-1}\partial_zH$, which is continuous because $E_x$ is. At the metal $P=-ik_0\zeta H$. Inside the oxide $\partial_zH=\varepsilon_{\rm ox}P$ and $\partial_zP=-k_0^2(1-\beta^2/\varepsilon_{\rm ox})H$. One step of length $d$, with $\beta^2\simeq1$, gives at the top
\begin{align}
H_{\rm top}&=(1-ik_0d\,\varepsilon_{\rm ox}\zeta)H,\\
P_{\rm top}&=-ik_0\left[\zeta-ik_0d(1-1/\varepsilon_{\rm ox})\right]H .
\end{align}
Their ratio defines an effective $\zeta$:
\begin{equation}
\zeta_{\rm eff}=\frac{\zeta-ik_0d(1-1/\varepsilon_{\rm ox})}{1-ik_0d\,\varepsilon_{\rm ox}\zeta},
\qquad \beta^2\simeq1-\zeta_{\rm eff}^2 .
\end{equation}
For $d=3$ nm and $\varepsilon_{\rm ox}=3.1$, both rough, this gives $\mathrm{Re}\,\beta\simeq1.016$ and a long period near 897 nm. Solving the layered problem without the thin-film step gives 896.5 and 369.8 nm.

\section{From absorbed light to a hot pattern}

\textbf{Q.} Heat spreads. Why should the metal remember stripes a few hundred nanometres wide?

\textbf{A.} In a long pulse it largely forgets them. Let the absorbed flux be $q_0(1+m\cos\kappa x)$, constant from $t=0$, on a deep metal of diffusivity $D$. A sudden uniform dose of heat leaves a surface temperature falling as $1/\sqrt t$. For a dose varying as $\cos\kappa x$, lateral diffusion adds the factor $e^{-D\kappa^2t}$. Summing doses over the pulse, the ratio of temperature contrast to flux contrast is
\begin{equation}
F=\frac{\int_0^te^{-D\kappa^2\tau}\tau^{-1/2}d\tau}{\int_0^t\tau^{-1/2}d\tau}
=\frac{\sqrt\pi}{2u}\,\mathrm{erf}(u),\qquad u=\kappa\sqrt{Dt}.
\end{equation}
The substitution $\tau=y^2$ turns the upper integral into $2\int_0^{\sqrt t}e^{-D\kappa^2y^2}dy=\sqrt\pi\,\mathrm{erf}(u)/(\kappa\sqrt D)$. The lower one is $2\sqrt t$. For small $u$, $F\to1$; for large $u$, $F\to\sqrt\pi/(2u)$.

With a rough $D=0.7$ cm$^2$/s, a 10 ns pulse has $\sqrt{Dt}=837$ nm. For the simple short period $u=2\pi\times837/374=14.1$ and $F=0.886/14.1=6.3\%$. For the long one $F=15.5\%$. In a 50 ps pulse $\sqrt{Dt}=59$ nm, and $F$ is 75\% and 95\%.

Multiply by the optical modulation for $a=0.3$ nm. After 10 ns, the short pattern keeps $0.225\times0.063=1.4\%$ and the long one $0.089\times0.155=1.4\%$. Diffusion has cancelled the optical advantage of the short period. After 50 ps the values are about 17\% and 8\%, and the short pattern leads.

\textbf{Q.} How close is this to real processing?

\textbf{A.} The contrast depends strongly on the pulse length, as the two cases above show. With other settings held fixed, the long period moves as follows. Finite permittivity lowers it by 18 nm, and the oxide by about 7 nm more. Replacing solid by molten aluminium, roughly $\varepsilon=-33+16i$, lowers it by 1 to 2 nm. This shift is sensitive to the assumed value: $\varepsilon=-24+12i$ would give about 8 nm. The larger loss of the melt, $\zeta'\simeq0.037$ for the first value, also weakens the resonance below the solid-metal modulations quoted above. Relief of 20 nm amplitude leaves the strongest forward wave at 902 nm. The scattered wave there is about three times the beam's own surface field, and the relative contrast, fringe amplitude divided by mean heat, is largest when the two are comparable. It therefore peaks on either side, near 914 and 881 nm. The mean absorbed fraction, however, rises at resonance to about 0.64, from 0.09 on the flat surface. At fixed incident flux the fringe amplitude itself still has a single peak, near 903 nm, about twice its value at the side peaks. An angular error of half a degree moves the long period by 12 to 13 nm, comparable with the metal correction, but moves the short period by only 2 nm. The deep-metal assumption is the weak one: a film roughly a micrometre thick on an insulator is comparable with the 10 ns diffusion length. Trapped heat would raise the mean temperature, while the stripes reach down only about $1/\kappa$, 60 to 150 nm. The relative contrast after 10 ns would then be below the values above; by how much is not computed here. Latent heat is also left out.

\textbf{Q.} So can I read the final ripple spacing from your formula?

\textbf{A.} You can read the spacing of the favoured heat pattern, for coherent p-polarized light on a good conductor, with relief so shallow that $|b|$ stays well below 1. That the frozen surface copies it is a further assumption. Melt flow, surface tension and the growth of relief from pulse to pulse decide which pattern survives and how high it stands, and none of them is in this model. The remaining values are in the numerical output.

\section*{Computed values}
\begin{verbatim}
wavelength: 532.0 nm
photon energy: 2.331 eV
incidence angle: 25.0 deg
sin theta: 0.4226 (dimensionless)
solid Al permittivity, rough: -40.0+12.0j (dimensionless)
molten Al permittivity, rough: -33.0+16.0j (dimensionless)
zeta of solid Al: 0.0225-0.1531j (dimensionless)
simple periods: long 921.4, short 374.0 nm
periods measured on Poynting flux: long 921.4, short 374.0 nm
surface-wave beta, solid Al: 1.01165+0.00356j (dimensionless)
periods with solid Al surface wave: long 903.2, short 370.9 nm
periods at two-medium heat peaks: long 902.7, short 370.8 nm
shift from simple periods, solid Al: long -1.98, short -0.81 %
mismatch to simple result, 100 x eps: long 0.0208, short 0.0084 %
surface-wave intensity decay length: 11.88 um
periods with molten Al: long 902.0, short 370.7 nm
oxide thickness: 3.0 nm
oxide permittivity, rough: 3.1 (dimensionless)
periods with oxide on solid Al: long 896.5, short 369.8 nm
deep relief amplitude: 20.0 nm
periods with deep relief, solid Al: long 901.8, short 370.4 nm
angle error: 0.5 deg
simple periods at 24.5 deg: long 908.9, short 376.1 nm
simple periods at 25.5 deg: long 934.2, short 371.9 nm
roughness component amplitude: 0.30 nm
peak heat modulation, first order: long 9.0, short 22.9 %
peak heat modulation, two-medium: long 8.9, short 22.5 %
heat modulation at simple periods, two-medium: long 1.31, short 3.09 %
heat diffusivity, rough: 0.70 cm2/s
diffusion length sqrt(D t), 10 ns: 836.7 nm
thermal contrast kept, 10 ns: long 15.5, short 6.3 %
diffusion length sqrt(D t), 50 ps: 59.2 nm
thermal contrast kept, 50 ps: long 94.8, short 74.9 %
\end{verbatim}
